\section*{Why diamond has no one-phonon infrared line or Fröhlich coupling}

\section{A charge that symmetry removes}

A model crystal with diamond's geometry, but with two unlike atoms, has Born charges of $\pm1.63\,e$ and an LO--TO splitting of about 21 meV. Make the atoms alike, keeping the lattice and the hopping parameters, and the largest computed Born-charge element is $3\times10^{-14}\,e$, which is rounding error. Diamond's atoms still move and its electrons still respond. What disappears is the dipole linear in the motion. This removes one-phonon infrared absorption and the long-range Fröhlich coupling of carriers to optical phonons. It does not remove every coupling between carriers, light and the lattice.

\subsection{Two conditions on the Born charges}

Let $\mathbf u_1,\mathbf u_2$ be uniform displacements of the two sublattices, and let $\Delta\mathbf p(\mathbf u_1,\mathbf u_2)$ be the resulting change in dipole per cell. The macroscopic electric field is held at zero, the crystal is an insulator, and the electrons follow the nuclei adiabatically in a ground state with the symmetry of the lattice. Changes of dipole are used because the polarization of a periodic crystal is defined only up to a quantum; a change followed continuously from the undisplaced crystal is unambiguous. With $e>0$, the Born charges are defined by
\begin{equation}
\Delta p_i=e\sum_j\left(Z_{1,ij}u_{1j}+Z_{2,ij}u_{2j}\right)+O(u^2).
\end{equation}

Inversion about the midpoint of a bond exchanges the atoms and reverses every vector. The displacements $(\mathbf u_1,\mathbf u_2)$ become $(-\mathbf u_2,-\mathbf u_1)$, and the dipole changes sign:
\begin{equation}
\Delta\mathbf p(-\mathbf u_2,-\mathbf u_1)=-\Delta\mathbf p(\mathbf u_1,\mathbf u_2).
\label{eq:inv}
\end{equation}
To linear order this reads
\begin{equation}
-Z_1\mathbf u_2-Z_2\mathbf u_1=-Z_1\mathbf u_1-Z_2\mathbf u_2 .
\end{equation}
The displacements are arbitrary, so the coefficients of $\mathbf u_1$ must agree, giving $Z_1=Z_2$. Inversion alone therefore makes the charges equal; it does not make them zero.

The second condition is the acoustic sum rule. A rigid shift $\mathbf u_1=\mathbf u_2=\mathbf t$ carries nuclei and electrons together. It changes the dipole by $\mathbf t$ times the total charge of the cell, which is zero. Hence
\begin{equation}
(Z_1+Z_2)\mathbf t=0\quad\text{for every }\mathbf t,
\qquad Z_1+Z_2=0 .
\end{equation}
Together the two conditions give $2Z_1=0$, and so $Z_1=Z_2=0$.

For uniform optical motion the result goes beyond linear order. Put $\mathbf u_1=\mathbf w/2$ and $\mathbf u_2=-\mathbf w/2$. Then $(-\mathbf u_2,-\mathbf u_1)$ is the same pair of displacements, and Eq.~(\ref{eq:inv}) becomes $\Delta\mathbf p=-\Delta\mathbf p=0$ at any amplitude for which the assumptions hold. At $w=0.01$ nm the computed dipole is zero to rounding in diamond and about $0.016\,e\,$nm in the heteropolar crystal (0.0166 on the coarse mesh of the output below, 0.0163 when the $k$ mesh is converged). Homogeneous strain also preserves the inversion that exchanges the atoms, so it cannot create a Born charge; a strained model cell with an added internal displacement gave zero as well.

\subsection{Where the argument stops}

Identical atoms and an inversion centre are not sufficient in general. In linear C$_3$, inversion exchanges the end atoms but maps the central atom onto itself. The two conditions give equal end charges and
\begin{equation}
Z_{\rm centre}=-2Z_{\rm end},
\end{equation}
with no need for either to vanish. A Hartree--Fock calculation in the 6-31G basis, at a chosen bond length of 0.1291 nm, gives axial charges of $1.63$, $-3.26$ and $1.63\,e$. These digits are not converged: the central charge becomes $-3.5\,e$ in the cc-pVTZ basis and about $-2.5\,e$ once correlation is included (CCSD/6-31G or B3LYP/cc-pVDZ), and the restricted solution is not the lowest Hartree--Fock solution. The counterexample needs only nonzero values, which all of these levels give. In a rock-salt crystal each atom likewise maps onto its own sublattice, so inversion does not relate the two charges.

\subsection{From zero charge to no infrared line}

A field $\mathbf E$ exerts forces $+eZ\mathbf E$ and $-eZ\mathbf E$ on the two sublattices. Here $Z=Z_1=-Z_2$ is taken as a scalar, as in a cubic crystal of this geometry. Dividing by the two masses and subtracting gives the relative acceleration $eZ\mathbf E/\mu$, where $\mu$ is the reduced mass. For time dependence $e^{-i\omega t}$, TO frequency $\omega_T$ and damping rate $\gamma$,
\begin{align}
\mathbf w&=\frac{eZ\,\mathbf E}{\mu(\omega_T^2-\omega^2-i\gamma\omega)},\\
\mathbf P&=\varepsilon_0(\varepsilon_\infty-1)\mathbf E+\frac{eZ\mathbf w}{V},
\end{align}
where $V$ is the cell volume. Substituting $\mathbf w$ into $\mathbf P=\varepsilon_0(\varepsilon-1)\mathbf E$ gives
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty+
\frac{\Omega^2}{\omega_T^2-\omega^2-i\gamma\omega},
\qquad
\Omega^2=\frac{Z^2e^2}{\varepsilon_0V\mu}.
\label{eq:eps}
\end{equation}
One factor of $Z$ comes from driving the phonon, the other from the dipole it produces. With $Z=0$ the resonance is absent.

The same formula gives the LO--TO splitting. Without damping, a longitudinal mode requires $\varepsilon(\omega_L)=0$, so $\omega_L^2=\omega_T^2+\Omega^2/\varepsilon_\infty$. At zero frequency $\varepsilon_s=\varepsilon_\infty+\Omega^2/\omega_T^2$, and therefore $\omega_L^2/\omega_T^2=\varepsilon_s/\varepsilon_\infty$. For the heteropolar crystal,
\begin{equation}
\hbar\omega_L=165\sqrt{4.98/3.90}\ \text{meV}\simeq186\ \text{meV}.
\end{equation}
The masses and TO energy were held at the diamond values in this comparison. Converging the $k$ mesh moves $Z$ from 1.630 to 1.626, $\varepsilon_s$ from 4.98 to 4.97 and the splitting from 21.5 to 21.4 meV. For diamond, $\Omega=0$ and the two energies coincide at zone centre.

\subsection{From zero charge to no Fröhlich coupling}

An optical wave of small wavevector $\mathbf q$ has a dipole per cell $eZ\mathbf w$ and hence a charge per cell $-ie\,\mathbf q\cdot Z\mathbf w$. Poisson's equation divides charge by $q^2$. For a longitudinal wave, the electron's potential energy per unit displacement has magnitude
\begin{equation}
g_q=\frac{e^2|Z|}{\varepsilon_0\varepsilon_\infty Vq}.
\label{eq:g}
\end{equation}
To identify this with the Fröhlich vertex, multiply $g_q^2$ by the zero-point mean square $\hbar/(2\mu\omega_L)$, leaving out the common factor of one over the number of cells. Using $\Omega^2=\varepsilon_\infty(\omega_L^2-\omega_T^2)$,
\begin{align}
g_q^2\frac{\hbar}{2\mu\omega_L}
&=\frac{e^2\hbar}{2\varepsilon_0Vq^2\omega_L}
\frac{\Omega^2}{\varepsilon_\infty^2}
=\frac{e^2\hbar\omega_L}{2\varepsilon_0Vq^2}\,
\frac{1}{\varepsilon_\infty}\left(1-\frac{\omega_T^2}{\omega_L^2}\right)\nonumber\\
&=\frac{e^2\hbar\omega_L}{2\varepsilon_0Vq^2}
\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).
\end{align}
The last step uses $\omega_T^2/\omega_L^2=\varepsilon_\infty/\varepsilon_s$. This is the usual Fröhlich form, and it vanishes with $Z$.

The next term in the charge survives. Inversion maps an optical wave $(\mathbf w,\mathbf q)$ to $(\mathbf w,-\mathbf q)$, while charge density does not change sign. Diamond's induced charge is therefore even in $\mathbf q$ and starts at $q^2$. In the model, doubling $q$ multiplied it by 3.999. Division by $q^2$ leaves a finite potential that depends on direction, the quadrupole coupling.

\subsection{How large are the remaining couplings?}

The electronic model has one $s$ and three $p$ orbitals per atom, nearest-neighbour hopping, and a position operator diagonal in the orbitals. It omits self-consistent electron interaction and on-site $s$--$p$ dipoles. Its induced charges and couplings are sizes for this model; the zero Born charge follows from symmetry.

Take $q=0.50$ nm$^{-1}$ as a common wavevector for comparing the couplings. It is of the order of the thermal wavevector, 0.64 nm$^{-1}$ for a carrier of 0.4 electron masses at 300 K, but a thermal carrier that stays in a single parabolic band of that mass cannot scatter from optical phonons at this $q$. In such a band, energy conservation requires a carrier wavevector of at least $m\omega/(\hbar q)-q/2$ for absorption and $m\omega/(\hbar q)+q/2$ for emission, where $m$ is the carrier mass. For a 165 meV phonon these correspond to carrier energies of about 0.21 and 0.37 eV. The limit does not carry over to the degenerate valence edge. There the model's hole masses range from about 0.27 to 1.5 electron masses with band and direction, and energy conservation lets a hole of only about 0.014 eV absorb the phonon at this $q$ by passing from a heavy band to a light one. With $e^2/\varepsilon_0=18.1$ eV nm and $V=0.01137$ nm$^3$, Eq.~(\ref{eq:g}) gives for the heteropolar crystal
\begin{equation}
g_q=\frac{18.1\times1.63}{3.90\times0.01137\times0.50}
\simeq1330\ \text{eV/nm}.
\end{equation}
In diamond this term is absent. The quadrupole coupling along [111] is 14 eV/nm. The short-range deformation potential, taken as the shift of the valence-band top per unit $w$ along a cube axis, is 140 eV/nm; for $w$ along [111] one level shifts by 162 eV/nm and the other two by 81 eV/nm in the opposite sense. Of the couplings computed here for diamond at zero field, it is the largest. It applies to the valence edge and should not be transferred to the conduction valleys.

An applied field breaks inversion. Let $A_{ik}$ be the electronic polarizability per cell, so that the induced dipole is $\sum_kA_{ik}E_k$. Differentiating with respect to $w_j$ gives
\begin{equation}
eZ_{ij}(\mathbf E)=\sum_k\frac{\partial A_{ik}}{\partial w_j}E_k .
\end{equation}
The twofold rotations about the cube axes through an atom each reverse two Cartesian components. They allow $\partial A_{ik}/\partial w_j$ only when $i,j,k$ are all different. A field along $x$ thus lets motion along $z$ produce a dipole along $y$. To this order and for this field direction, light polarized along the field is not absorbed, whereas light polarized across it can be.

The induced charge is $0.0028\,e$ at 1 MV/cm and $0.028\,e$ at 10 MV/cm. To find the absorption, set $\omega=\omega_T$ in Eq.~(\ref{eq:eps}), which gives ${\rm Im}\,\varepsilon=\Omega^2/(\gamma\omega_T)$. When this is much smaller than $\varepsilon_\infty$, the absorption coefficient $K=(2\omega/c)\,{\rm Im}\sqrt\varepsilon$ becomes
\begin{equation}
K_{\rm peak}\simeq\frac{\omega_T\,{\rm Im}\,\varepsilon}{c\sqrt{\varepsilon_\infty}}
=\frac{\Omega^2}{\gamma c\sqrt{\varepsilon_\infty}}.
\end{equation}
It scales as $E^2$. For $\hbar\gamma=0.2$ meV, the full dielectric function gives 9.9 cm$^{-1}$ at 1 MV/cm and 990 cm$^{-1}$ at 10 MV/cm. The second value looks large, but across a uniform 1 $\mu$m high-field layer it is an optical depth of only $990\times10^{-4}\simeq0.1$.

The field also restores a $1/q$ coupling. At 10 MV/cm along $x$, an LO wave along [011] has a coupling of 19 eV/nm at $q=0.50$ nm$^{-1}$. Ignoring free-carrier screening, it would reach the 140 eV/nm of the deformation potential near $q=0.50\times19/140\simeq0.07$ nm$^{-1}$. This crossing compares sizes only: by the same energy condition, a carrier of 0.4 electron masses staying in one parabolic band would need more than 14 eV, far beyond the range where such a band is valid, to absorb or emit a 165 meV phonon there.

Absorption by phonon pairs needs no applied field. Displacements of opposite wavevectors can combine into a second-order dipole even though the linear term is zero. The two phonons must come from different branches: for a pair from one nondegenerate branch, inversion leaves the product of the two amplitudes unchanged but reverses the dipole, which must therefore vanish. Moving alternate planes of one sublattice in opposite senses gave a dipole of $M w^2$ per cell, with $M=3.3\,e$/nm for the chosen direction; over other directions $M$ ranges from about 1.2 to $11\,e$/nm. Moving one sublattice alone mixes branches, so this dipole does not belong to a single phonon mode. With the zone-centre zero-point amplitude $w_0$ as a typical displacement, its slope sets a rough scale for the effective charge,
\begin{equation}
2Mw_0=2\times3.3\times0.0046\,e\simeq0.030\,e .
\end{equation}
This is an order of magnitude only: the range of $M$ spans about 0.01 to $0.10\,e$, and using the mass of the one moving sublattice, 12 u, in place of the reduced mass lowers 0.030 to $0.021\,e$. The field-induced charge at 10 MV/cm lies in this range. That does not imply a similar peak, because pair absorption is spread over a broad range of phonon energies instead of a 0.2 meV line.

\subsection{Use in real diamond devices}

The lattice constant of 0.357 nm and phonon energy of 165 meV are close to those of diamond. The model's $\varepsilon_\infty=4.67$ is low beside a real value of roughly 5.7, and its 6.4 eV gap is direct, at zone centre, whereas diamond's gap of roughly 5.5 eV is indirect. The model therefore does not describe diamond's conduction valleys. A field of 10 MV/cm is of the order of the breakdown field of good diamond. The assumption that a biased device breaks most directly is zero field: in this model that moves the Born charge from zero to about $0.03\,e$ at 10 MV/cm, still below 2\% of the heteropolar value.

For bulk transport in pure diamond at low field, set $\varepsilon_s=\varepsilon_\infty$ in the phonon model and omit polar-optical scattering, but retain deformation-potential scattering. Heating is not a reason to add a Fröhlich term: it raises the optical-phonon occupation, to 0.022 at 500 K, but it does not change the symmetry of the average lattice, so the coupling that this occupation would multiply stays zero. Isotopic disorder does not create a linear dipole either, within the adiabatic approximation, because the Born charges do not depend on nuclear mass.

A sharp absorption line near 165 meV calls for a search for broken inversion. Varying the bias separates one cause: a field-induced line should grow as $E^2$ if the linewidth and field profile stay fixed. Impurities and surfaces lie outside the proof, since they remove the exchange symmetry locally. A channel beside a polar gate dielectric also needs separate treatment. If screening by the channel's carriers is ignored, the dielectric's phonon potential obeys Laplace's equation inside the diamond. For a wavevector $q$ along the interface it decays as $e^{-qz}$ with depth $z$, over 2 nm for $q=0.50$ nm$^{-1}$. Carriers within that depth can feel polar phonons that diamond itself does not supply.

The numerical output below lists the model inputs and computed values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant: 0.357 nm
cell volume: 0.01137 nm^3
s and p site energies: -3.0, 3.7 eV
hoppings ss, sp, pp-sigma, pp-pi: -5.0, 4.7, 5.5, -1.55 eV
heteropolar site shift: +/-3.0 eV; cores 3 and 5 e
model gap, diamond: 6.40 eV
model gap, heteropolar: 8.77 eV
largest Born-charge element, diamond: 3.4e-14 e
same, strained diamond: 9.9e-15 e
Born charge atom 1, heteropolar, Berry phase: 1.630 e
Born charge atom 2, heteropolar, Berry phase: -1.630 e
Born charge atom 1, heteropolar, finite q: 1.626 e
largest element of heteropolar charge sum: 3.3e-14 e
dipole at w = 0.01 nm, diamond: 3.6e-17 e nm
dipole at w = 0.01 nm, heteropolar: 0.0166 e nm
diamond charge ratio when q doubles: 3.999
C3 charges end, centre, end (RHF/6-31G): 1.630, -3.260, 1.630 e
C3 bond length: 0.1291 nm
electronic dielectric constant, diamond model: 4.67
electronic dielectric constant, heteropolar: 3.90
static dielectric constant, heteropolar: 4.98
TO phonon energy: 165.0 meV; linewidth 0.2 meV
reduced mass: 6.0 u
LO phonon energy, heteropolar: 186.5 meV
LO-TO splitting, heteropolar: 21.5 meV
thermal wavevector (0.4 electron masses, 300 K): 0.64 1/nm
comparison wavevector: 0.50 1/nm
dipolar coupling there, heteropolar: 1330.2 eV/nm
quadrupole charge Q, diamond model: 0.0700 e nm
quadrupole coupling along 111, diamond: 13.77 eV/nm
valence deformation-potential coupling: 140.3 eV/nm
field-induced charge at 1 MV/cm: 0.00276 e
field-induced charge at 10 MV/cm: 0.0276 e
field-induced dipolar coupling at 10 MV/cm: 18.82 eV/nm
peak absorption at 1 MV/cm: 9.9 1/cm
peak absorption at 10 MV/cm: 990 1/cm
linear dipole slope, one atom in doubled cell: 5.4e-06 e
second-order dipole coefficient per cell: 3.303 e/nm
second-order dipole ratio when amplitude doubles: 4.001
zero-point optical amplitude: 0.00459 nm
second-order charge at that amplitude: 0.0304 e
optical-phonon occupation at 500 K: 0.0222
\end{verbatim}
